**An S4 axis alone makes a point set achiral**

The program tests the statement that a rigid point set can be superposed on its mirror image exactly when its point group contains an improper operation, meaning an orthogonal matrix of determinant −1. Here S4 maps (x, y, z) to (−y, x, −z), coordinates are in Å, and g is the symmetric gyration tensor. An exhaustive search asserts that the eight-point example has four operations, with no mirror plane and no inversion. A separate search over all 40320 pairings, with the best proper rotation for each, asserts that the mirror image fits the S4 set and a D2d set but not a C2 control. The output shows a smallest misfit of 0.0000 Å for the S4 set and 0.7071 Å for the control. For n from 1 to 12, the program also asserts that the powers of Sn contain neither a mirror nor the inversion only when n is 4, 8 or 12. Finally, it asserts that S4 symmetry makes the directional average of k·g·k vanish while some components of g survive.

## Numerical check

```python
# Result under test: a point set is achiral exactly when its point group holds
# an improper operation (determinant -1); an S4 axis alone is enough, without
# any mirror plane or inversion centre.
# Symbols: S4 maps (x, y, z) to (-y, x, -z); coordinates are in angstrom;
# rmsd = root-mean-square distance between paired points after superposition;
# g = symmetric gyration tensor, rotation along unit vector k is k.g.k.
import itertools
import numpy as np

S4 = np.array([[0., -1., 0.], [1., 0., 0.], [0., 0., -1.]])
SIGMA_H = np.diag([1., 1., -1.])


def orbit(point):
    points = [np.array(point, dtype=float)]
    for _ in range(3):
        points.append(S4 @ points[-1])
    return np.array(points)


def centred(points):
    return points - points.mean(axis=0)


def same_set(first, second, tol=1e-7):
    distance = np.linalg.norm(first[:, None] - second[None], axis=2)
    close = distance < tol
    return bool(np.all(close.sum(axis=0) == 1) and np.all(close.sum(axis=1) == 1))


def orthogonal_maps(source, target):
    """All orthogonal matrices carrying source onto target, centroids at 0."""
    source, target = centred(source), centred(target)
    basis = source[:3].T
    assert abs(np.linalg.det(basis)) > 1e-3
    inverse = np.linalg.inv(basis)
    found = []
    for triple in itertools.permutations(range(len(target)), 3):
        matrix = target[list(triple)].T @ inverse
        if np.allclose(matrix @ matrix.T, np.eye(3), atol=1e-8):
            if same_set(source @ matrix.T, target):
                found.append(matrix)
    return found


def kind(matrix):
    det, trace = round(np.linalg.det(matrix)), np.trace(matrix)
    if det == 1:
        return "E" if abs(trace - 3) < 1e-7 else "rotation"
    if abs(trace - 1) < 1e-7:
        return "mirror"
    if abs(trace + 3) < 1e-7:
        return "inversion"
    return "S4" if abs(trace + 1) < 1e-7 else "other improper"


def census(matrices):
    names = [kind(m) for m in matrices]
    return {name: names.count(name) for name in sorted(set(names))}


PERMUTATIONS = np.array(list(itertools.permutations(range(8))))


def best_proper_fit(source, target):
    """Smallest rmsd over all pairings and proper motions; number of perfect fits."""
    source, target = centred(source), centred(target)
    cov = np.einsum('ia,pib->pab', source, target[PERMUTATIONS])
    singular = np.linalg.svd(cov, compute_uv=False)
    sign = np.where(np.linalg.det(cov) < 0, -1.0, 1.0)
    overlap = singular[:, 0] + singular[:, 1] + sign * singular[:, 2]
    square = (np.sum(source**2) + np.sum(target**2) - 2 * overlap) / len(source)
    rmsd = np.sqrt(np.maximum(square, 0))
    return rmsd.min(), int(np.sum(rmsd < 1e-6))


# The three eight-point sets
orbit_a, orbit_b = orbit((3, 0, 1)), orbit((2, 1, 2))
set_s4 = np.vstack([orbit_a, orbit_b])
set_c2 = set_s4.copy()
set_c2[5], set_c2[7] = (-1, 3, -2), (1, -3, -2)
set_d2d = np.vstack([orbit_a, orbit((2, 0, 2))])
sets = {"S4 set": set_s4, "C2 control": set_c2, "D2d set": set_d2d}

print("Points of the S4 set (angstrom):")
for label, p in zip(["A1", "A2", "A3", "A4", "B1", "B2", "B3", "B4"], set_s4):
    print(f"  {label}: ({p[0]:.0f}, {p[1]:.0f}, {p[2]:.0f}),"
          f" squared distance from centre {p @ p:.0f} angstrom^2")
print(f"Edge A1-A3: {np.linalg.norm(orbit_a[0] - orbit_a[2]):.3f} angstrom")
print(f"Edge A1-A2: {np.linalg.norm(orbit_a[0] - orbit_a[1]):.3f} angstrom")

# Complete point groups by exhaustive search
groups = {name: orthogonal_maps(points, points) for name, points in sets.items()}
print("Symmetry operations found (counts):")
for name, group in groups.items():
    print(f"  {name}: order {len(group)}, {census(group)}")
assert census(groups["S4 set"]) == {"E": 1, "S4": 2, "rotation": 1}
assert census(groups["C2 control"]) == {"E": 1, "rotation": 1}
assert census(groups["D2d set"]) == {"E": 1, "S4": 2, "mirror": 2, "rotation": 3}

# One orbit alone always gains mirrors
for generator in [(3, 0, 1), (2, 1, 2), (1.3, -0.4, 0.7)]:
    single = orbit(generator)
    assert census(orthogonal_maps(single, single)).get("mirror", 0) >= 2
single_group = orthogonal_maps(orbit_a, orbit_a)
print(f"  orbit A alone: order {len(single_group)}, {census(single_group)}")

# Azimuth between the two orbits decides whether mirrors survive
print("Azimuth of orbit B relative to A (degrees): order, mirrors")
for degrees in (0, 20, 45, 90):
    phi = np.radians(degrees)
    second = orbit((np.sqrt(5) * np.cos(phi), np.sqrt(5) * np.sin(phi), 2))
    both = np.vstack([orbit_a, second])
    group = orthogonal_maps(both, both)
    mirrors = census(group).get("mirror", 0)
    print(f"  {degrees}: {len(group)}, {mirrors}")
    assert (mirrors > 0) == (degrees % 90 == 0)
    assert len(group) == (8 if degrees % 90 == 0 else 4)

# Superposition of a mirror image made in a tilted, displaced plane
normal = np.array([1., 2., 2.]) / 3
offset = 1.5
tilted = np.eye(3) - 2 * np.outer(normal, normal)
print("Mirror plane normal (1,2,2)/3, distance from origin"
      f" {offset} angstrom; pairings tried: {len(PERMUTATIONS)}")
for name, points in sets.items():
    image = points @ tilted.T + 2 * offset * normal
    rmsd, perfect = best_proper_fit(image, points)
    print(f"  {name}: smallest rmsd {rmsd:.4f} angstrom, perfect fits {perfect}")
    improper = sum(np.linalg.det(m) < 0 for m in groups[name])
    assert (rmsd < 1e-6) == (improper > 0)
    assert perfect == improper
    if improper == 0:
        assert rmsd > 0.1

# Which rotations restore the image made in the xy plane
flat_image = set_s4 @ SIGMA_H.T
assert not same_set(flat_image, set_s4)
restoring = [m for m in orthogonal_maps(flat_image, set_s4)
             if np.linalg.det(m) > 0]
assert len(restoring) == 2
print("Rotations restoring the image made in the xy plane:")
angles = []
for matrix in restoring:
    assert np.allclose(matrix[:, 2], [0, 0, 1], atol=1e-8)
    angles.append(np.degrees(np.arctan2(matrix[1, 0], matrix[0, 0])))
    print(f"  about z by {angles[-1]:.1f} degrees")
assert np.allclose(sorted(angles), [-90, 90])

# Powers of a general rotation-reflection axis
with_mirror, with_inversion, with_neither = [], [], []
for n in range(1, 13):
    c, s = np.cos(2 * np.pi / n), np.sin(2 * np.pi / n)
    generator = np.array([[c, -s, 0], [s, c, 0], [0, 0, -1]])
    names = {kind(np.linalg.matrix_power(generator, k))
             for k in range(1, 2 * n + 1)}
    if "mirror" in names:
        with_mirror.append(n)
    if "inversion" in names:
        with_inversion.append(n)
    if not names & {"mirror", "inversion"}:
        with_neither.append(n)
assert with_mirror == [n for n in range(1, 13) if n % 2 == 1]
assert with_inversion == [n for n in range(1, 13) if n % 4 == 2]
assert with_neither == [n for n in range(1, 13) if n % 4 == 0]
print("n for which powers of Sn contain a mirror:", with_mirror)
print("n for which powers of Sn contain the inversion:", with_inversion)
print("n for which they contain neither:", with_neither)

# Gyration tensor allowed by each group, and its average over directions
g_start = np.array([[1., 2., 3.], [2., 4., 5.], [3., 5., 6.]])
nodes, weights = np.polynomial.legendre.leggauss(6)
azimuths = 2 * np.pi * np.arange(8) / 8


def direction_average(tensor):
    total = 0.0
    for z, weight in zip(nodes, weights):
        for phi in azimuths:
            r = np.sqrt(1 - z * z)
            k = np.array([r * np.cos(phi), r * np.sin(phi), z])
            total += weight / 2 / len(azimuths) * (k @ tensor @ k)
    return total


print("Gyration tensor before projection (arbitrary units):",
      g_start.astype(int).tolist())
for name in ("S4 set", "C2 control"):
    g = np.mean([np.linalg.det(m) * m @ g_start @ m.T for m in groups[name]],
                axis=0)
    mean = direction_average(g)
    assert abs(mean - np.trace(g) / 3) < 1e-10
    print(f"  {name}: xx {g[0, 0]:.2f}, yy {g[1, 1]:.2f}, zz {abs(g[2, 2]):.2f},"
          f" xy {g[0, 1]:.2f}, average {abs(mean):.3f} (arbitrary units)")
    if name == "S4 set":
        assert abs(mean) < 1e-10 and abs(g[2, 2]) < 1e-10
        assert abs(g[0, 0] + g[1, 1]) < 1e-10
        assert abs(g[0, 0]) > 0.1 and abs(g[0, 1]) > 0.1
        assert np.allclose(g[:2, 2], 0, atol=1e-10)
    else:
        assert mean > 0.1

print("all good")
```

Printed output:

```
Points of the S4 set (angstrom):
  A1: (3, 0, 1), squared distance from centre 10 angstrom^2
  A2: (0, 3, -1), squared distance from centre 10 angstrom^2
  A3: (-3, 0, 1), squared distance from centre 10 angstrom^2
  A4: (0, -3, -1), squared distance from centre 10 angstrom^2
  B1: (2, 1, 2), squared distance from centre 9 angstrom^2
  B2: (-1, 2, -2), squared distance from centre 9 angstrom^2
  B3: (-2, -1, 2), squared distance from centre 9 angstrom^2
  B4: (1, -2, -2), squared distance from centre 9 angstrom^2
Edge A1-A3: 6.000 angstrom
Edge A1-A2: 4.690 angstrom
Symmetry operations found (counts):
  S4 set: order 4, {'E': 1, 'S4': 2, 'rotation': 1}
  C2 control: order 2, {'E': 1, 'rotation': 1}
  D2d set: order 8, {'E': 1, 'S4': 2, 'mirror': 2, 'rotation': 3}
  orbit A alone: order 8, {'E': 1, 'S4': 2, 'mirror': 2, 'rotation': 3}
Azimuth of orbit B relative to A (degrees): order, mirrors
  0: 8, 2
  20: 4, 0
  45: 4, 0
  90: 8, 2
Mirror plane normal (1,2,2)/3, distance from origin 1.5 angstrom; pairings tried: 40320
  S4 set: smallest rmsd 0.0000 angstrom, perfect fits 2
  C2 control: smallest rmsd 0.7071 angstrom, perfect fits 0
  D2d set: smallest rmsd 0.0000 angstrom, perfect fits 4
Rotations restoring the image made in the xy plane:
  about z by 90.0 degrees
  about z by -90.0 degrees
n for which powers of Sn contain a mirror: [1, 3, 5, 7, 9, 11]
n for which powers of Sn contain the inversion: [2, 6, 10]
n for which they contain neither: [4, 8, 12]
Gyration tensor before projection (arbitrary units): [[1, 2, 3], [2, 4, 5], [3, 5, 6]]
  S4 set: xx -1.50, yy 1.50, zz 0.00, xy 2.00, average 0.000 (arbitrary units)
  C2 control: xx 1.00, yy 4.00, zz 6.00, xy 2.00, average 3.667 (arbitrary units)
all good
```
